Step and delta weights of the linear tetrahedron method, part 1

(Sections cited here and not found follow in the second part.)

A Brillouin-zone integral over a surface of constant energy, such as a density of states or a transport integral, is a sum over the small tetrahedra into which the zone has been cut. Inside one tetrahedron T the band energy ε(k) and the integrand A(k) are replaced by the linear functions that take the right values at the four corners, and much of the answer is then fixed by symmetry and dimensions alone. Let T have corners k1, …, k4 and volume V_T, let the zone have volume V_G, and put f = V_T/V_G. One band and one spin direction are counted, per unit cell. The algebra is in atomic units (energies in hartree, wave vectors in inverse bohr, ħ = 1), and no constant of nature appears in it. A point of space has barycentric coordinates λ1, …, λ4 defined by

k = Σ_i λ_i k_i,  Σ_i λ_i = 1,

and it lies in T when all λ_i ≥ 0. Each λ_i is an affine function of k, equal to 1 at corner i and 0 at the other three, so the interpolants are ε = Σ λ_i e_i and A = Σ λ_i A_i, with e_i and A_i the corner values. The two kinds of integral become sums over corners,

(1/V_G) ∫_T A θ(E − ε) d³k = Σ_i w_i(E) A_i,  w_i = (1/V_G) ∫_T λ_i θ(E − ε) d³k,  (1)

(1/V_G) ∫_T A δ(E − ε) d³k = Σ_i g_i(E) A_i,  g_i = (1/V_G) ∫_T λ_i δ(E − ε) d³k.  (2)

The w_i are the step weights and the g_i the delta weights. The number of states below E is n = Σ w_i, because Σ λ_i = 1, and the density of states of the tetrahedron is defined as D = dn/dE. These are the plain weights of the linear method; the curvature corrections that can be added to them are a separate matter and nothing below refers to them.

The map k = k1 + λ2(k2 − k1) + λ3(k3 − k1) + λ4(k4 − k1) has the constant Jacobian |det(k2 − k1, k3 − k1, k4 − k1)| = 6V_T, so d³k = 6V_T dλ2 dλ3 dλ4 and

g_i = 6f ∫ λ_i δ(E − Σ_j λ_j e_j) dλ2 dλ3 dλ4

over the fixed region λ2, λ3, λ4 ≥ 0, λ2 + λ3 + λ4 ≤ 1, and likewise for w_i. The shape of T has disappeared: the weights are f times functions of E and the four energies. Since E − Σ λ_j e_j = Σ λ_j (E − e_j), only energy differences enter. Multiplying all energies by s > 0 leaves θ unchanged and divides δ by s, so w_i/f is a function of ratios of differences and g_i/f is such a function divided by one difference. Relabelling corners permutes the weights, which allows the ordering e1 ≤ e2 ≤ e3 ≤ e4. Reversing the sign of all energies leaves δ unchanged and turns θ into 1 − θ, so it exchanges occupied and empty parts and, after reordering, corners 1 ↔ 4 and 2 ↔ 3. The two continuous symmetries even suggest the sum rules. Formally ∂θ(E − ε)/∂e_i = −λ_i δ(E − ε), so g_i = −∂n/∂e_i; invariance of n under a common shift reads ∂n/∂E + Σ ∂n/∂e_i = 0, which is Σ g_i = D, and invariance under scaling reads E ∂n/∂E + Σ e_i ∂n/∂e_i = 0, which is Σ g_i e_i = E D. Differentiating a step function under an integral is safe only where the result is continuous, and the symmetries do not give the functions of the ratios. Both gaps are closed by the geometry of the cross section.

The natural ratios are the following. Write e_ij = e_i − e_j and x_i = E − e_i, and take the four energies distinct for now. On the line through corners i and j only λ_i and λ_j are nonzero, with λ_i + λ_j = 1, and ε = E requires λ_i e_i + (1 − λ_i) e_j = E. The solution defines the point P_ij = P_ji, with

λ_i = a_ij,  λ_j = a_ji,  a_ij = (E − e_j)/(e_i − e_j) = x_j/e_ij,  a_ij + a_ji = 1.  (3)

The point lies on the edge itself, with both fractions between 0 and 1, exactly when E lies between e_i and e_j.

The gradient b = ∇ε is a constant vector, nonzero unless all four energies are equal. The sets ε = E′ are parallel planes normal to b, and two of them whose energies differ by dE′ are a distance dE′/|b| apart. With S(E′) the part of the plane inside T and dS its area element, d³k = dS dE′/|b|, so for any function F of the energy

(1/V_G) ∫_T λ_i F(ε) d³k = ∫ dE′ F(E′) γ_i(E′),  γ_i(E′) = (1/(V_G|b|)) ∫_{S(E′)} λ_i dS.

With F(E′) = δ(E − E′), understood as the limit of narrow normalized peaks, the right side is γ_i(E) at every E where γ_i is continuous. With F(E′) = θ(E − E′) it is the integral of γ_i up to E. Hence

g_i(E) = (1/(V_G|b|)) ∫_{S(E)} λ_i dS,  w_i(E) = ∫_{−∞}^{E} g_i(E′) dE′,  (4)

and the fundamental theorem of calculus gives

g_i(E) = dw_i/dE  (5)

wherever g_i is continuous. This is the general proof; its one condition is verified from the explicit formulas. Summing (4) over i with Σ λ_i = 1, and summing (5) with Σ w_i = n,

Σ_i g_i = S/(V_G|b|) = dn/dE = D,  (6)

where S now denotes the area of the section. Dividing (4) by (6) shows that g_i/D is the mean of λ_i over the section, which for an affine function is its value at the centroid. The delta weights share out the density of states according to the barycentric coordinates of the centroid of the section.

Three geometric facts make (4) explicit. The first is that the mean of an affine function over a triangle or a tetrahedron is the average of its vertex values. Let μ_m be the barycentric coordinates of that simplex itself. A permutation of its vertices extends to an affine map of the simplex onto itself; the Jacobian is constant, and has modulus 1 because the total measure is unchanged. The map permutes the μ_m, so all have the same mean, and since they sum to 1 the mean is 1/3 for a triangle and 1/4 for a tetrahedron. An affine function equals Σ μ_m times its vertex values, which proves the claim for values of either sign. In particular ∫_T λ_i d³k = V_T/4, so w_i = f/4 for E ≥ e4.

The second fact concerns volumes. With corner c as origin, k − k_c = Σ_{j≠c} λ_j (k_j − k_c). A tetrahedron with one vertex at c and three others P, Q, R has edge vectors given by a 3 × 3 matrix M, whose rows are the coordinates λ_j (j ≠ c) of P, Q, R, times the matrix of edge vectors of T. Determinants multiply, so its volume is |det M| V_T. This holds whether or not P, Q, R lie inside T.

The third fact removes |b|. A triangle of area S_Δ in the plane ε = E and the corner c span a tetrahedron of height |x_c|/|b|, since ε changes by |x_c| along the normal, and of volume S_Δ|x_c|/(3|b|). Setting this equal to |det M| V_T and dividing by V_G,

D_Δ ≡ S_Δ/(V_G|b|) = 3f |det M|/|x_c|.  (7)

The triangle contributes D_Δ to D and, by the vertex average, D_Δ/3 times the sum of its three vertex values of λ_i to g_i.

The section of the convex body T by a plane is a convex polygon whose vertices lie on edges of T. If m corners lie below E, the edges that join one of them to one of the 4 − m corners above number m(4 − m): a triangle for m = 1 and m = 3, a quadrilateral for m = 2. The triangles are handled by one lemma. Take the cone with apex at corner c and base (P_cj, j ≠ c). By (3), P_cj has λ_j = a_jc = x_c/e_jc, λ_c = 1 − a_jc, and the other two coordinates zero, so M is diagonal. The volume fraction and the base contribution are

n_c = f |x_c|³/Π_c,  D_c = 3n_c/|x_c| = 3f x_c²/Π_c,  Π_c = |∏_{j≠c} e_jc|.

For j ≠ c the coordinate λ_j vanishes at the apex and at two base vertices, so the averages over four and three vertices give

W_j = n_c a_jc/4,  G_j = D_c a_jc/3,  (8)

for the integrals of λ_j over the cone and over its base, normalized as in (1) and (4). For the apex coordinate, λ_c = 1 − Σ_{j≠c} λ_j gives

W_c = n_c − Σ_{j≠c} W_j,  G_c = D_c − Σ_{j≠c} G_j = D_c Σ_{j≠c} a_cj/3,  (9)

where the last form uses 3 − Σ a_jc = Σ a_cj. Let σ be the sign of x_c, so that |x_c|³ = σ x_c³ and dx_c/dE = 1. Then dn_c/dE = 3σ f x_c²/Π_c = σ D_c. Also W_j = σ f x_c⁴/(4Π_c e_jc), whose derivative is σ f x_c³/(Π_c e_jc), while G_j = f x_c³/(Π_c e_jc). By (9) the apex follows, and

dW_i/dE = σ G_i  for all four i.  (10)

A cone whose apex lies below E grows with E, and one whose apex lies above E shrinks.

For e1 < E < e2 (case I) the occupied region is the cone at corner 1 and the section is its base P12 P13 P14. With Π1 = e21 e31 e41,

D = 3f x1²/Π1 = 3f a21 a31/e41,

g_j = D a_j1/3 = f x1³/(Π1 e_j1)  (j = 2, 3, 4),  g1 = D (a12 + a13 + a14)/3,  (11)

w_j = n a_j1/4,  w1 = n (1 + a12 + a13 + a14)/4,  n = f a21 a31 a41.

The form of w1 comes from 4 − Σ a_j1 = 1 + Σ a_1j. Here σ = +1 and (10) is (5). Just above e1 the section is a small triangle near corner 1, so g1 ≈ D grows as x1² while the other weights grow as x1³.

For e3 < E < e4 (case III) the empty region is the cone at corner 4 and the section is its base P14 P24 P34. With y = e4 − E > 0, a_j4 = y/e4j and Π4 = e41 e42 e43,

D = 3f y²/Π4 = 3f a24 a34/e41,

g_j = D a_j4/3  (j = 1, 2, 3),  g4 = D (a41 + a42 + a43)/3,  (12)

w_j = f/4 − m a_j4/4,  w4 = f/4 − m (1 + a41 + a42 + a43)/4,  m = f a14 a24 a34.

Now w_i = f/4 − W_i and σ = −1, so dw_i/dE = −(−G_i) = g_i. The two minus signs, one from counting empty states and one from the shrinking cone, cancel. This case is the image of case I under reversal of the energies.

For e2 < E < e3 (case II) the cut edges are 13, 14, 23 and 24. Two vertices of the section are joined by a side when their edges lie in a common face of T: P13 and P14 in face 134, P14 and P24 in face 124, P24 and P23 in face 234, P23 and P13 in face 123. The cyclic order is P13, P14, P24, P23, and the diagonal P14 P23 cuts the quadrilateral into the triangles a = (P13, P14, P23) and b = (P14, P24, P23). For triangle a take corner 1 as apex. In the coordinates (λ2, λ3, λ4) the rows of M are P13 = (0, a31, 0), P14 = (0, 0, a41), P23 = (a23, a32, 0). The first column has the single entry a23 and its minor is diagonal, so |det M| = a23 a31 a41, and since a41/x1 = 1/e41, (7) gives D_a. For triangle b take corner 4 as apex. In (λ1, λ2, λ3) the rows P14 = (a14, 0, 0), P24 = (0, a24, 0), P23 = (0, a23, a32) form a triangular matrix with determinant a14 a24 a32, and a14/|x4| = 1/e41 because a14 = (e4 − E)/e41. Thus

D_a = 3f a23 a31/e41,  D_b = 3f a24 a32/e41,  D = D_a + D_b.  (13)

The vertex sums of the coordinates are, for triangle a, λ1: a13 + a14, λ2: a23, λ3: a31 + a32, λ4: a41, and for triangle b, λ1: a14, λ2: a24 + a23, λ3: a32, λ4: a41 + a42. The fractions a14, a23, a32, a41 belong to the ends of the diagonal and occur in both triangles, so they multiply D_a + D_b:

g1 = (D a14 + D_a a13)/3,  g2 = (D a23 + D_b a24)/3,

g3 = (D a32 + D_a a31)/3,  g4 = (D a41 + D_b a42)/3.  (14)

Every fraction in (13) and (14) lies between 0 and 1 and every term is non-negative. The sum is

Σ g_i = [D(a14 + a41) + D(a23 + a32) + D_a(a13 + a31) + D_b(a24 + a42)]/3 = (2D + D_a + D_b)/3 = D,

by a_ij + a_ji = 1. To see D as a polynomial in E, put x1 = x2 + e21, a23 = (e32 − x2)/e32 and a24 = (e42 − x2)/e42:

D = (3f/e41) [ (e32 − x2)(x2 + e21)/(e32 e31) + (e42 − x2) x2/(e42 e32) ].

The constant term in the bracket is e21/e31. The coefficient of x2 is (e32 − e21)/(e32 e31) + 1/e32 = (e32 − e21 + e31)/(e32 e31) = 2/e31, because e31 − e21 = e32. The coefficient of x2² is −1/(e32 e31) − 1/(e32 e42) = −(e31 + e42)/(e31 e32 e42). Therefore

D = [f/(e31 e41)] [ 3e21 + 6x2 − 3(e31 + e42) x2²/(e32 e42) ].  (15)

The step weights of case II are obtained from volumes, with no use of (14). The occupied region is a convex polyhedron with vertices 1, 2, P13, P14, P23, P24, and a convex polyhedron is the union of the cones from one vertex over the faces that do not contain it. Seen from corner 2, those faces are the triangle (1, P13, P14), which is the occupied part of face 134, and the section, which is triangles a and b. In the coordinates (λ1, λ3, λ4) with corner 2 as origin, the first cone has rows (1, 0, 0), (a13, a31, 0), (a14, 0, a41), a triangular matrix with determinant a31 a41. The second has rows P13 = (a13, a31, 0), P14 = (a14, 0, a41), P23 = (0, a32, 0); the third column holds only a41, and its minor is a13 a32 − a31·0, so |det M| = a13 a32 a41. The third has rows P14 = (a14, 0, a41), P23 = (0, a32, 0), P24 = (0, 0, a42), triangular with determinant a14 a32 a42. A quarter of each volume fraction is

C1 = f a31 a41/4,  C2 = f a13 a32 a41/4,  C3 = f a14 a32 a42/4,  C = C1 + C2 + C3,

so n = 4C. The vertex sums over the three tetrahedra in turn are, for λ1, (1 + a13 + a14, a13 + a14, a14); for λ2, (1, 1 + a23, 1 + a23 + a24); for λ3, (a31, a31 + a32, a32); for λ4, (a41, a41, a41 + a42). Multiplying by C1, C2, C3 and collecting,

w1 = C1 + (C1 + C2) a13 + C a14,  w2 = C + (C2 + C3) a23 + C3 a24,

w3 = (C1 + C2) a31 + (C2 + C3) a32,  w4 = C a41 + C3 a42.  (16)

That the derivative of (16) is (14) can be shown without expanding products, by cutting the same region a second way so that the cone lemma applies. Drop the condition λ1 ≥ 0 and consider K1 = {λ2, λ3, λ4 ≥ 0, ε ≤ E}. Since ε − e1 = λ2 e21 + λ3 e31 + λ4 e41 with positive coefficients, K1 is the tetrahedron with vertices at corner 1 and at P12, P13, P14, where P12 now lies beyond corner 2 because a21 = x1/e21 > 1. The occupied region is the part of K1 with λ1 ≥ 0. Consider also K2 = {λ1 ≤ 0, λ3, λ4 ≥ 0, ε ≤ E}. Eliminating λ2 by Σ λ = 1 gives ε − e2 = (−λ1) e21 + λ3 e32 + λ4 e42, again with positive coefficients on non-negative variables, so K2 is the tetrahedron with vertices at corner 2 and at P12, P23, P24. At these vertices λ2 equals 1, a21, a23 and a24, all positive for e2 < E < e3, and an affine function positive at the vertices is positive throughout. So λ2 > 0 holds in K2 without being imposed, and K2 is exactly the part of K1 with λ1 ≤ 0. The occupied region is K1 minus K2, and on the plane ε = E the quadrilateral is the base of K1 minus the base of K2. Both are cones of the lemma with σ = +1, the second with Π2 = e21 e32 e42 and a12 = −x2/e21 < 0. Then w_i = W_i(K1) − W_i(K2) and g_i = G_i(K1) − G_i(K2), and written out

w1 = f x1³/Π1 − (f x1⁴/4Π1)(1/e21 + 1/e31 + 1/e41) + f x2⁴/(4Π2 e21),

g1 = 3f x1²/Π1 − (f x1³/Π1)(1/e21 + 1/e31 + 1/e41) + f x2³/(Π2 e21),

w2 = f x1⁴/(4Π1 e21) − f x2³/Π2 + (f x2⁴/4Π2)(−1/e21 + 1/e32 + 1/e42),

g2 = f x1³/(Π1 e21) − 3f x2²/Π2 + (f x2³/Π2)(−1/e21 + 1/e32 + 1/e42),

w_j = f x1⁴/(4Π1 e_j1) − f x2⁴/(4Π2 e_j2),  g_j = f x1³/(Π1 e_j1) − f x2³/(Π2 e_j2)  (j = 3, 4).  (17)

The plus sign on the last terms of w1 and g1 is the product of the subtraction and the negative a12: the large cone counted a region of negative λ1, and removing it raises the weight of corner 1. Each g in (17) is, term by term, the derivative of the w above or beside it. The w_i of (17) and (16) are the same integral over the same region, and the g_i of (17) and (14) are the same integral over the same quadrilateral, so (14) is the derivative of (16). For the sum the equality is quickly seen by algebra as well. The cubic terms cancel in Σ g_i, leaving D = 3f (x1²/Π1 − x2²/Π2). With x1² = x2² + 2e21 x2 + e21², the first term gives 3f(e21 + 2x2)/(e31 e41) plus a term in x2², and the full coefficient of x2² is 3f (e32 e42 − e31 e41)/(e21 e31 e41 e32 e42). Since e31 e41 − e32 e42 = (e32 + e21)(e42 + e21) − e32 e42 = e21(e32 + e21 + e42) = e21(e31 + e42), the factor e21 cancels and (15) is recovered.

The step and delta weights are now explicit in all three energy intervals for distinct corner energies, and within each interval the delta weights are the energy derivatives of the step weights. What remains is continuity at the corner energies, the other sum rules, equal or nearly equal energies, and the numerical example and checks.
